# Linear vibrational Stark tuning rate of a diatomic, evaluated for CO

## What is lost without both terms

A calculation that treats the bond as a harmonic spring carrying a linear dipole predicts no vibrational Stark shift at all. The field then displaces the spring without changing its stiffness. Adding the curvature of the dipole function but keeping the harmonic spring gives a shift, but for CO, at the level of theory used below, it has the wrong sign and about a tenth of the size of the full result at that level: $-0.03$ instead of $+0.37\ \mathrm{cm^{-1}/(MV/cm)}$ (with diffuse functions added to the basis, $-0.01$ instead of $+0.44$). The missing piece is the cubic anharmonicity of the potential, which enters at the same order as the dipole curvature.

The formula to implement is

$$
S=\frac{\hbar}{2m\omega}\left(\frac{g\,\mu_1}{k}-\mu_2\right),\qquad \delta E_{01}=S\,F\cos\theta ,
\tag{1}
$$

where $\delta E_{01}$ is the change in the energy of the $v=0\to1$ transition. It holds to first order in the field $F$ and to leading order in $\hbar$.

## Definitions and assumptions

The molecule is neutral, so that its dipole does not depend on the choice of origin. It has a closed-shell $\Sigma$ electronic state, and its axis is held at a fixed angle $\theta$ to a uniform static field. With $r$ the bond length and $r_e$ its value at the field-free minimum, let $x=r-r_e$. The reduced mass is $m$. The potential and the dipole along the axis are expanded as

$$
V(x)=\tfrac12 kx^2+\tfrac16 gx^3+\tfrac1{24}hx^4+\dots,\qquad
\mu(x)=\mu_0+\mu_1x+\tfrac12\mu_2x^2+\dots
\tag{2}
$$

Thus $k,g,h$ are the second, third and fourth derivatives of $V$ at the minimum, $\mu_1,\mu_2$ are the first and second derivatives of $\mu$ there, and $\omega=\sqrt{k/m}$. If a fit supplies plain polynomial coefficients instead, $V=\tfrac12kx^2+cx^3$ and $\mu=\mu_0+\mu_1x+bx^2$, then $g=6c$ and $\mu_2=2b$.

The dipole points from negative to positive charge. One direction along the axis is chosen as positive, and $\mu$ and the field component $F_\parallel=F\cos\theta$ are both measured along it. Reversing this choice changes the signs of $\mu_1$, $\mu_2$ and $F_\parallel$ together, so $S$ changes sign but the shift $SF_\parallel$ does not. A quoted tuning rate therefore needs its axis direction stated.

$F$ is the field that acts on the molecule. If only an externally applied field is known, its relation to $F$ must be supplied separately.

## From the field to a difference of dipoles

For clamped nuclei, the electronic energy in the field is

$$
U(x,F)=V(x)-\mu(x)F_\parallel+O(F^2).
\tag{3}
$$

The field component perpendicular to the axis is absent at first order because the dipole of a $\Sigma$ state lies along the axis. Electronic polarization changes the energy by an amount quadratic in the field (a lowering, for the electronic ground state), so it belongs to the $O(F^2)$ remainder.

The vibrational Hamiltonian without the field is $H=p^2/2m+V(x)$. Its bound levels are nondegenerate, so first-order perturbation theory gives

$$
\delta E_v=-F_\parallel\,\mu_{vv},\qquad \mu_{vv}=\langle v|\mu(x)|v\rangle .
$$

Subtracting the shift of $v=0$ from that of $v=1$,

$$
\delta E_{01}=-(\mu_{11}-\mu_{00})F_\parallel=-\Delta\mu\,F_\parallel,
\qquad S=-\Delta\mu .
\tag{4}
$$

Let $\Delta\langle A\rangle$ denote $\langle1|A|1\rangle-\langle0|A|0\rangle$. The constant $\mu_0$ is the same in both levels and cancels, which leaves

$$
\Delta\mu=\mu_1\,\Delta\langle x\rangle+\tfrac12\mu_2\,\Delta\langle x^2\rangle+\dots
\tag{5}
$$

The permanent dipole at equilibrium therefore has no part in the tuning rate. What matters is how the average bond length and the mean square displacement change on excitation.

## The order of each contribution

The length scale of the vibration is $\ell=\sqrt{\hbar/m\omega}$. Put $x=\ell\xi$. Because $k=m\omega^2$, we have $k\ell^2=\hbar\omega$, and dividing $H$ by $\hbar\omega$ gives

$$
\frac{H}{\hbar\omega}=\frac12\left(-\frac{d^2}{d\xi^2}+\xi^2\right)+\frac{g\ell}{6k}\,\xi^3+\frac{h\ell^2}{24k}\,\xi^4+\dots
\tag{6}
$$

The cubic term is of order $\ell$ and the quartic term of order $\ell^2$, where $\ell^2=\hbar/\sqrt{mk}$ is proportional to $\hbar$.

The cubic term is odd in $\xi$. At first order it connects oscillator states of opposite parity, so it changes averages of odd operators but not of even ones. Hence

$$
\langle\xi^2\rangle=\langle\xi^2\rangle_{\rm harm}+O(\ell^2),\qquad \langle\xi^3\rangle=O(\ell).
$$

In the original variable, $\langle x^2\rangle$ is its harmonic value plus $O(\ell^4)$, and $\langle x^3\rangle$ is itself $O(\ell^4)$.

## The two averages

**Mean displacement.** In a stationary bound state the average of any commutator with $H$ vanishes. Taking the commutator with $p$,

$$
[H,p]=[V,p]=i\hbar V'(x)\quad\Rightarrow\quad \langle V'\rangle=0 .
$$

The mean force is zero. Differentiating (2) and averaging,

$$
k\langle x\rangle+\tfrac12g\langle x^2\rangle+\tfrac16h\langle x^3\rangle+\dots=0 .
$$

The third term is $O(\ell^4)$ while the second is $O(\ell^2)$. At leading order, therefore,

$$
\langle x\rangle_v=-\frac{g}{2k}\langle x^2\rangle_v .
\tag{7}
$$

This step uses $V'(0)=0$, so all derivatives must be taken at the minimum of the same potential curve.

**Mean square displacement.** Only the harmonic value is needed. The commutator of $H$ with $xp$ gives

$$
[H,xp]=-i\hbar\frac{p^2}{m}+i\hbar xV'(x)\quad\Rightarrow\quad
\left\langle\frac{p^2}{m}\right\rangle=\langle xV'\rangle=k\langle x^2\rangle ,
$$

where the last equality is for $V=\tfrac12kx^2$. Kinetic and potential energies are then equal on average, and each is half of $\hbar\omega(v+\tfrac12)$. From $\tfrac12k\langle x^2\rangle=\tfrac12\hbar\omega(v+\tfrac12)$ and $\omega/k=1/(m\omega)$,

$$
\langle x^2\rangle_v=\frac{\hbar}{m\omega}\left(v+\tfrac12\right).
\tag{8}
$$

**Differences.** Between $v=0$ and $v=1$,

$$
\Delta\langle x^2\rangle=\frac{\hbar}{m\omega},\qquad
\Delta\langle x\rangle=-\frac{g}{2k}\,\frac{\hbar}{m\omega}.
\tag{9}
$$

Inserting these in (5),

$$
\Delta\mu=-\frac{g\mu_1}{2k}\frac{\hbar}{m\omega}+\frac{\mu_2}{2}\frac{\hbar}{m\omega}
=\frac{\hbar}{2m\omega}\left(\mu_2-\frac{g\mu_1}{k}\right),
\tag{10}
$$

and $S=-\Delta\mu$ is equation (1). Both terms are of order $\ell^2$, which is why neither may be dropped on grounds of order alone. The neglected terms in $\Delta\mu$ are of order $\ell^4$. They come from the quartic potential, from the quintic potential (whose force term in $\langle V'\rangle=0$ is proportional to $\langle x^4\rangle=O(\ell^4)$), from the cubic potential taken to higher order, and from the cubic and quartic terms of the dipole function.

Since (8) is linear in $v$, the same leading-order result multiplied by $n$ applies to the transition $0\to n$.

## The same result from the change in stiffness

The field-dressed curve (3) gives a second route, which shows the mechanism. Setting its slope to zero and keeping first order in the field,

$$
kx_F-\mu_1F_\parallel=0\quad\Rightarrow\quad x_F=\frac{\mu_1F_\parallel}{k}.
\tag{11}
$$

The field moves the minimum by $x_F$. The second derivative of $U$ at the new minimum is

$$
U''(x_F)=k+gx_F-\mu_2F_\parallel+O(F^2),
\qquad
\delta k=\left(\frac{g\mu_1}{k}-\mu_2\right)F_\parallel .
\tag{12}
$$

From $\omega=\sqrt{k/m}$ follows $\delta\omega=\omega\,\delta k/(2k)$, and with $\omega/k=1/(m\omega)$,

$$
\hbar\,\delta\omega=\frac{\hbar}{2m\omega}\left(\frac{g\mu_1}{k}-\mu_2\right)F_\parallel=SF_\parallel .
$$

The cubic term acts because the field stretches or compresses the bond, and an anharmonic bond has a different stiffness at a different length. The curvature term acts because $-\mu(x)F_\parallel$ is itself a curved addition to the potential.

An ordinary bond has a steep inner wall and a soft outer one, so $g<0$. For a Morse curve $D(1-e^{-ax})^2=D(a^2x^2-a^3x^3+\dots)$, for example, $k=2Da^2$ and $g=-6Da^3$, so $g/k=-3a$. If also $\mu_1<0$, a field along the positive axis shortens the bond, and the anharmonic term raises the frequency.

## Limiting cases

- *Harmonic potential, linear dipole.* Completing the square gives $\tfrac12kx^2-\mu_1F_\parallel x=\tfrac12k(x-x_F)^2-\mu_1^2F_\parallel^2/2k$. Every level moves by the same amount, and in this model the transition does not shift.
- *Harmonic potential, curved dipole.* Here $S=-\hbar\mu_2/(2m\omega)$.
- *Homonuclear molecule.* The dipole function vanishes, and so does $S$.
- *Isotopic substitution.* On fixed curves $S\propto1/\sqrt{mk}$, so a heavier isotopologue has a tuning rate smaller in magnitude. The relative rate $S/\hbar\omega=(g\mu_1/k-\mu_2)/(2k)$ does not depend on mass at this order.

## Evaluation for CO

The curves for $^{12}\mathrm{C}^{16}\mathrm{O}$ were computed with frozen-core CCSD(T) in the cc-pVDZ basis. The positive axis runs from C to O. Energies at seven bond lengths, each in fields $+F$ and $-F$ with $F=0.0020$ atomic units, were combined as

$$
V\simeq\tfrac12\left[E(+F)+E(-F)\right],\qquad
\mu\simeq-\frac{E(+F)-E(-F)}{2F},
$$

with errors of order $F^2$ in both. Polynomials through the seven points supplied the derivatives, in atomic units ($\hbar=1$):

- $r_e=2.163\ a_0$ (1.145 Å)
- $k=1.1922\ E_h/a_0^2$ and $g=-4.453\ E_h/a_0^3$, so $g/k=-3.735\ a_0^{-1}$
- $\mu_1=-0.6252\ e$ and $\mu_2=0.1986\ e/a_0$
- $m=12498.1\ m_e$ and $\hbar\omega=0.0097669\ E_h$

More digits are carried in the arithmetic than the level of theory or the seven-point interpolation deserves, so that it can be retraced. The common factor is

$$
\frac{\hbar}{2m\omega}=\frac{1}{2(12498.1)(0.0097669)}=0.0040961\ a_0^2 .
$$

The anharmonic combination is $g\mu_1/k=(-3.7353)(-0.62522)=2.3354\ e/a_0$. The two terms are then

$$
S_{\rm anh}=0.0040961\times2.3354=0.009566\ ea_0,
$$
$$
S_{\rm curv}=-0.0040961\times0.1986=-0.000813\ ea_0 .
$$

A dipole of $1\ ea_0$ corresponds to $42.681\ \mathrm{cm^{-1}/(MV/cm)}$, so

$$
S_{\rm anh}=0.408,\qquad S_{\rm curv}=-0.035,\qquad S=0.374\ \mathrm{cm^{-1}/(MV/cm)} .
$$

The corresponding dipole change is $\Delta\mu=-S=-0.00875\ ea_0$, or $-0.0222$ D. A field pointing from C to O raises the frequency.

In a field of 10 MV/cm along the axis the line moves by $3.7\ \mathrm{cm^{-1}}$. The mechanism can be followed in numbers. The bond shortens by $0.00102\ a_0$, which changes the force constant by the fraction $gx_F/k=(-3.735)(-0.00102)=0.0038$. Half of this, times the harmonic wavenumber $2143.6\ \mathrm{cm^{-1}}$, is $4.1\ \mathrm{cm^{-1}}$, the anharmonic part. The dipole curvature takes back about $0.35\ \mathrm{cm^{-1}}$.

## How far the leading order can be trusted

The vibrational problem was also solved numerically on the full interpolated curves (the sixth-degree polynomials through the seven points), without truncating them at the terms in (1). In $\mathrm{cm^{-1}/(MV/cm)}$:

| Contribution | Formula | Full curves |
|---|---:|---:|
| Linear dipole | 0.4083 | 0.4141 |
| Dipole curvature | −0.0347 | −0.0373 |
| Higher dipole terms | – | −0.0035 |
| Sum | 0.3736 | 0.3734 |

On these seven-point curves the sums differ by 0.05% of the formula value, but this closeness comes from cancellation, and the figure rests on higher derivatives read from a seven-point interpolation, so it should not be taken as a property of CO. The linear-dipole part exceeds its leading-order value by 1.4%, and the curvature part exceeds its own in magnitude by 7%. The higher dipole terms, absent from (1), amount to a tenth of the curvature term. For another molecule these corrections need not cancel, and an error of a few per cent in the sum is a more prudent expectation than 0.05%.

With the mass multiplied by 16 and by 256 on the same curves, the deviation of the sum falls from 0.053% to 0.011% and 0.003% in magnitude. A correction of relative order $\ell^2\propto m^{-1/2}$ would fall by a factor of four each time. The first step is a factor of about five rather than four, which fits that law only if a next-order term still contributes at the physical mass; the second step is compatible with four within rounding. These three numbers do not establish the power. The numerical check printed below asserts that the deviation is below 15% at the physical mass, below 1% at 256 times that mass, and below 0.2% when extrapolated to infinite mass with this power assumed. The deviation at the physical mass already lies inside all three tolerances, so the check confirms the formula but tests neither the decrease with mass nor its power.

The result depends far more on the electronic-structure method than on the truncation at leading order. Hartree–Fock in the same basis, evaluated at its own minimum, gives $\mu_1=-1.007\ e$ and $\mu_2=-0.283\ e/a_0$. Its terms are 0.553 and $+0.044$, with sum $0.597\ \mathrm{cm^{-1}/(MV/cm)}$, which is 60% above the CCSD(T) value. Even the sign of the curvature term differs. Part of the difference may come from the different bond length at which the derivatives are taken; this was not separated. The CCSD(T) result is not a converged one either: the basis is small and lacks diffuse functions, core correlation and excitations beyond the (T) correction are left out, and the basis alone changes the second digit. In aug-cc-pVDZ the same method gives $\mu_1\approx-0.67\ e$ and $\mu_2\approx0.05\ e/a_0$, terms of about $0.45$ and $-0.01$, and a sum of about $0.44\ \mathrm{cm^{-1}/(MV/cm)}$, which is 17% higher; the curvature term shrinks to about a quarter. Larger bases were not examined. The value $S\approx0.37\ \mathrm{cm^{-1}/(MV/cm)}$ therefore belongs to CCSD(T)/cc-pVDZ and is not a converged value for CO.

## When the formula fails

**Rotation.** A freely rotating molecule in a state of definite parity has no linear shift, because the interaction is odd under inversion and its average in such a state is zero. Equation (1) needs an orientation fixed by the surroundings. In a sample of fixed molecules with random orientations, $\cos\theta$ averages to zero: the linear effect spreads the line over shifts between $-|S|F$ and $+|S|F$ without moving its mean.

**Strong fields.** Terms in $F^2$, including the change of polarizability on excitation, were not evaluated here. In a computation or a measurement in which the field can be reversed at fixed orientation, they drop out of the odd combination $[E_{01}(F)-E_{01}(-F)]/2F$, which leaves errors of order $F^2$ in the rate.

**Large amplitude.** The expansion requires $|g|\ell/6k\ll1$. For CO, $\ell^2=0.00819\ a_0^2$ gives $\ell=0.0905\ a_0$ and a coupling of 0.056. Shallow wells, high levels, and dipole functions that change character within the range of the vibration call for the numerical difference of averages $\mu_{v'v'}-\mu_{vv}$ between the two levels concerned, as in (4), instead.

**Near cancellation.** If $g\mu_1/k$ and $\mu_2$ are nearly equal, the leading-order rate is small and the neglected $\ell^4$ terms may decide its size and sign. Equation (4) is again the safe route.

## Computed results

```
CO, frozen-core CCSD(T)/cc-pvdz, positive axis C to O
reduced mass                       6.85621 u
reduced mass                       12498.10 m_e
finite field for dipoles           0.0020 a.u.
shortest, longest bond used        1.7800, 2.5600 a0
bond length r_e                    2.1631 a0
bond length r_e                    1.1447 angstrom
k                                  1.19223 Eh/a0^2
g                                  -4.4533 Eh/a0^3
g/k                                -3.7353 1/a0
mu0                                0.06733 e a0
mu1                                -0.62522 e
mu2                                0.19860 e/a0
g*mu1/k                            2.33536 e/a0
harmonic energy hbar*omega         0.0097669 Eh
harmonic wavenumber                2143.6 cm^-1
hbar/(2 m omega)                   0.0040961 a0^2
numerical fundamental              2118.2 cm^-1
formula change of <x>, 0 to 1      0.015300 a0
numerical change of <x>, 0 to 1    0.015518 a0
formula change of <x^2>, 0 to 1    0.008192 a0^2
numerical change of <x^2>, 0 to 1  0.008790 a0^2
conversion, 1 e a0 equals          42.6810 cm^-1/(MV/cm)
Tuning rates in cm^-1/(MV/cm):
  cubic-anharmonicity term         0.40828
  dipole-curvature term            -0.03472
  sum, formula                     0.37356
  from in-field minima, curvatures 0.37356
  numerical, full curves           0.37336
    its linear-dipole part         0.41409
    its dipole-curvature part      -0.03725
    its higher-dipole part         -0.00348
formula dipole change mu11-mu00    -0.008752 e a0
formula dipole change mu11-mu00    -0.02225 D
numerical dipole change            -0.008748 e a0
numerical/formula - 1, mass x 1    -0.053 %
numerical/formula - 1, mass x 16   -0.011 %
numerical/formula - 1, mass x 256  -0.003 %
at 10 MV/cm: formula line shift    3.736 cm^-1
at 10 MV/cm: bond-length change    -0.001020 a0
Hartree-Fock, same basis:
  mu1                              -1.00748 e
  mu2                              -0.28255 e/a0
  anharmonicity term               0.55344 cm^-1/(MV/cm)
  curvature term                   0.04356 cm^-1/(MV/cm)
  sum                              0.59700 cm^-1/(MV/cm)
```
